Eliminating a floating Büttiker probe: coherent and sequential transmission

**The result**

A conductor is connected to a source S, a drain D and one floating probe P. The probe absorbs electrons and gives back as many as it takes, but the returned electrons have lost their phase. At zero temperature and to first order in the source-drain voltage V, the current is

I = (2e²/h) T_eff V,

T_eff = T_DS + T_DP T_PS/(T_PS + T_PD).  (1)

Here T_ab is the transmission from contact b to contact a at the Fermi energy E_F, summed over modes, for one spin; the factor 2 counts spin. If T_ab = T_ba, the second term is a series combination:

T_eff = T_DS + T_seq, with 1/T_seq = 1/T_PS + 1/T_PD.  (2)

The first term counts electrons that cross without entering the probe. The second counts those that enter it at least once. All transmissions, including T_DS, belong to the conductor with the probe attached.

The electrons are independent particles in a mean-field potential. The probe has one chemical potential, the transmissions vary smoothly near E_F, and T_PS + T_PD > 0. The symbol e is the positive elementary charge, and the currents I_a below are particle currents, positive when electrons enter the conductor from contact a.

**First derivation: current balance**

*From wave amplitudes to transmissions.* Let H be the Hamiltonian of the isolated conductor, τ_a the matrix coupling contact a to it, and g_a the retarded Green function of the isolated contact. Eliminating the contact amplitudes leaves

E ψ = H ψ + Σ_a Σ̂_a ψ + Σ_a s_a, with Σ̂_a = τ_a g_a τ_a†.

The plain Σ_a is a sum over contacts and Σ̂_a is a self-energy. The source term s_a is τ_a times the incident wave of the isolated contact. The solution is

ψ = G Σ_a s_a, with G = [E − H − Σ̂_S − Σ̂_D − Σ̂_P]⁻¹.

The isolated contact has the spectral matrix i(g_a − g_a†), which is 2π times its density of states. Its states are filled with probability f_a(E) and have unrelated phases. The average source strength in an energy interval dE is therefore

⟨s_a s_b†⟩ = δ_ab Γ_a f_a dE/2π, with Γ_a = i(Σ̂_a − Σ̂_a†).

The Schrödinger equation gives the rate at which contact a adds probability to the conductor:

(1/iħ)[ψ†(Σ̂_a ψ + s_a) − complex conjugate].

The self-energy part contains Σ̂_a − Σ̂_a† = −iΓ_a and gives −(1/ħ)ψ†Γ_aψ, which is outflow. In the source part, the average of ψ†s_a is Tr[G†Γ_a] f_a dE/2π, because only s_a itself is correlated with s_a. Subtracting the conjugate and dividing by i gives

(1/ħ) f_a Tr[Γ_a A] dE/2π, with A = i(G − G†).

With 2/(2πħ) = 2/h, where the 2 is for spin, the net current is

I_a = (2/h) ∫dE { f_a Tr[Γ_a A] − Σ_b f_b Tr[Γ_a G Γ_b G†] }.  (3)

*The sum rule.* Let Γ = Γ_S + Γ_D + Γ_P. Since H is Hermitian, G⁻¹ − (G†)⁻¹ = iΓ. Hence

G − G† = G[(G†)⁻¹ − G⁻¹]G† = −i G Γ G†.

Taking the factors in the other order gives G − G† = −i G† Γ G. Thus

A = G Γ G† = G† Γ G.  (4)

Define

T_ab = Tr[Γ_a G Γ_b G†].

The second form of A, with cyclic rotation of the trace, gives Tr[Γ_a A] = Σ_b T_ba. The first form gives Tr[Γ_a A] = Σ_b T_ab. The term b = a is common to both sums, so

Σ_{b≠a} T_ba = Σ_{b≠a} T_ab.  (5)

Inserting the second form in (3), and cancelling the term b = a there too, we find

I_a = (2/h) ∫dE Σ_{b≠a} (T_ba f_a − T_ab f_b).

By (5), the sum multiplying f_a can be written with T_ab instead:

I_a = (2/h) ∫dE Σ_{b≠a} T_ab (f_a − f_b).  (6)

Equal occupations therefore give no current, with or without a magnetic field.

*Linear response.* At zero temperature f_a is 1 below μ_a and 0 above it. The difference f_a − f_b is nonzero only between the two chemical potentials, and its integral is μ_a − μ_b. For smooth transmissions,

∫dE T_ab(E)(f_a − f_b) = T_ab(E_F)(μ_a − μ_b) + second order.

The voltage also changes the potential in the conductor, and hence T_ab. That change is of first order and multiplies an energy window that is already of first order, so it does not enter here. We obtain

I_a = (2/h) Σ_{b≠a} T_ab (μ_a − μ_b).  (7)

*Eliminating the probe.* The floating condition I_P = 0 reads

T_PS(μ_P − μ_S) + T_PD(μ_P − μ_D) = 0.

Solving for μ_P and subtracting μ_D gives

μ_P − μ_D = [T_PS/(T_PS + T_PD)] (μ_S − μ_D).  (8)

The particle current arriving at the drain is −I_D. From (7),

−I_D = (2/h)[T_DS(μ_S − μ_D) + T_DP(μ_P − μ_D)].

Substituting (8) gives

−I_D = (2/h)[T_DS + T_DP T_PS/(T_PS + T_PD)](μ_S − μ_D).

With μ_S − μ_D = eV and a charge of magnitude e per particle, the prefactor becomes 2e²/h. This is (1).

*When the series form holds.* In zero magnetic field, and without spin-dependent terms, H and the self-energies can be chosen as symmetric matrices. Then G and Γ_a are symmetric too. Transposing the matrices inside the trace leaves its value unchanged and reverses their order:

T_ab = Tr[G† Γ_b G Γ_a] = Tr[Γ_b G Γ_a G†] = T_ba.

Replacing T_DP by T_PD in (1) gives (2). Equation (7) then describes three ordinary resistors in a triangle. The direct one, proportional to 1/T_DS, lies in parallel with two in series, proportional to 1/T_PS and 1/T_PD.

In a magnetic field (1) must be kept. It still gives the same conductance when source and drain are exchanged. To see this, let Q = T_PS + T_PD, which equals T_SP + T_DP by (5). The difference of the two probe products is

T_DP T_PS − T_SP T_PD = (Q − T_SP)T_PS − T_SP(Q − T_PS) = Q(T_PS − T_SP).

Divided by Q this is T_PS − T_SP. Equation (5) for the source gives T_DS − T_SD = T_SP − T_PS, which cancels it.

**Second derivation: counting returns to the probe**

The same result follows from the history of individual electrons, without a chemical potential for the probe. States below μ_D are filled in every contact and carry no net current. Consider the window μ_D < E < μ_S, of width eV. The source fills its incoming states there and the drain leaves its own empty.

One fully occupied incoming mode carries the flux (2/h)eV, including spin. Electrons from the source therefore reach the drain directly at the rate (2/h)eV T_DS, and make their first entry into the probe at the rate

F₀ = (2/h) eV T_PS.

Let the probe have M open modes. Assume that it sends each absorbed electron back in the same energy window, in a mode chosen at random with equal weight 1/M and without memory of the mode of arrival. The outcomes of one emission have probabilities

p_S = T_SP/M, p_D = T_DP/M, r = 1 − (T_SP + T_DP)/M.

The last is the probability of returning to the probe; it follows because the electron must go somewhere. An electron may reach the drain after no return, one return, two returns, and so on. These histories are mutually exclusive, and phase loss at every visit removes interference between them. Their rates add:

F₀ p_D (1 + r + r² + …) = F₀ p_D/(1 − r) = (2/h) eV T_PS T_DP/(T_SP + T_DP).

The series converges because T_SP + T_DP > 0. M has cancelled. Flux conservation also requires T_SP + T_DP = T_PS + T_PD: with all incoming modes full, the probe receives M − T_SP − T_DP from itself and T_PS + T_PD from the other contacts, and these must fill its M outgoing modes. Adding the direct rate and multiplying by e gives (1).

We must check that the probe is not asked to emit more electrons than the Pauli principle permits. Its total emission rate, first emissions and repeats together, is F₀/(1 − r). Full occupation of its M modes would give (2/h)eV M. The ratio is the occupation of the probe in the window:

f_P = T_PS/(T_PS + T_PD) ≤ 1.

No blocking factor is needed, and f_P is the same fraction as in (8).

**Limits and a case without reciprocity**

If either link to the probe is closed in the reciprocal case, T_seq = 0 and T_eff = T_DS. If one link is much weaker than the other, T_seq approaches the weaker one. If the links are equal, T_seq is half of either. If the probe absorbs so strongly that T_DS vanishes, transport is wholly sequential.

A single-mode wire without reflection shows what the probe does to momentum. Let it absorb a fraction α of the electrons from either side: T_PS = T_PD = α and T_DS = 1 − α. Such a probe needs at least two modes for any α > 0. With one mode and no reflection, the outgoing waves for incidence from S and from D overlap only in the probe, and unitarity requires that overlap to vanish, which forces α = 0. Two modes, one for each direction of travel, allow every α up to 1. Then

T_eff = 1 − α + α/2 = 1 − α/2.

Half of the absorbed electrons go back to the source. This probe therefore adds resistance as well as removing phase, and even complete absorption leaves T_eff = 1/2.

For a case without reciprocity, take three sites S, D, P in a ring, with site energies 0.2, −0.3 and 0.4. The elements H_SD, H_DP and H_PS all equal −exp(0.4i), so the ring encloses a phase of 1.2. Each site is joined to a semi-infinite chain with hopping −1, and the energy is −2 cos 1.1. Wave matching gives T_DS = 0.2320, T_PS = 0.5628, T_SP = 0.0420, T_PD = 0.1621 and T_DP = 0.6829. Both sums at the probe equal 0.7249, as (5) requires. Equation (1) gives

T_eff = 0.2320 + 0.6829 × 0.5628/0.7249 = 0.7622.

Solving the current balance (3) numerically for the probe occupation gives the same value, as does the explicit sum over returns with r = 0.2751. Equation (5) for the source gives T_SD = 0.2320 + 0.5628 − 0.0420 = 0.7528, so with source and drain exchanged

T_eff = 0.7528 + 0.0420 × 0.1621/0.7249 = 0.7622.

The series form, used outside its range, would give 0.3579, less than half the correct value.

**A graphene nanoribbon transistor**

Consider an armchair graphene ribbon 13 atoms wide, with nearest-neighbour hopping of magnitude 2.7 eV and bond length 0.142 nm, both rough typical values. The model has a band gap of 0.714 eV. The device region is 18.3 nm long and contains 1118 atoms; the ribbon continues on both sides as the contacts. With energies in eV from E_F and x in nm, the conduction-band edge is prescribed as

E_c(x) = −0.25 + 0.15 w(x) + 0.15 exp[−(x − 13)²/(2 × 0.8²)],

w(x) = ½{tanh[(x − 4)/0.7] − tanh[(x − 14)/0.7]}.

The gate holds the edge near −0.10 eV. The last term adds a thin barrier near the drain, called the spacer, where the edge rises to 0.043 eV and electrons at E_F must tunnel.

The probe is attached to every atom between 4 and 12 nm through the self-energy −iγ/2, with γ = 20 meV, a value chosen for illustration and not derived from a particular scattering mechanism. An amplitude that decays as exp(−γt/2ħ) has a probability that decays as exp(−γt/ħ), so the lifetime is τ = ħ/γ = 32.9 fs. Under the gate ħv = 0.334 eV nm, and the mean free path is

vτ = ħv/γ = 0.334/0.020 = 16.7 nm.

In a uniform channel with the same probe, the computed T_DS is 0.621 and the exponential law with this path gives 0.620.

For the transistor at E_F the transmissions are

T_DS = 0.3647, T_PS = 0.4531, T_PD = 0.2247.

There is no magnetic field, so (2) applies:

T_seq = 0.4531 × 0.2247/(0.4531 + 0.2247) = 0.1502,

T_eff = 0.3647 + 0.1502 = 0.5149.

With 2e²/h = 77.48 µS, the conductance is 39.9 µS and the resistance 25.1 kΩ. About 29% of the current passes through the probe. The probe potential lies at the fraction 0.4531/0.6778 = 0.6685 of the way from μ_D to μ_S. It is nearer the source because the source link is stronger.

Linear response can be checked by integrating the currents at a finite voltage, with the potential falling linearly between 4 and 14 nm and μ_P found from I_P = 0. At 1 mV, averaged over the two bias directions, this gives T_eff = 0.5149 and a potential fraction of 0.6686, in agreement with the formulas.

Without the probe the transmission is 0.5769. Using that number as the coherent term would give 0.5769 + 0.1502 = 0.7271, which is 41% above T_eff. The probe-free number ignores the fall of the direct transmission from 0.5769 to 0.3647 when the probe is attached, and the sum is too large by exactly this fall, 0.2122.

With everything else fixed, the strength of the probe changes the division as follows.

γ = 5 meV: T_DS = 0.515, T_seq = 0.045, T_eff = 0.560.
γ = 20 meV: T_DS = 0.365, T_seq = 0.150, T_eff = 0.515.
γ = 80 meV: T_DS = 0.090, T_seq = 0.317, T_eff = 0.407.

Over this range the sequential term replaces part, but not all, of the lost coherent transmission.

**What each derivation assumes**

The first derivation asks for zero total probe current and gives the probe an equilibrium distribution. An electron may enter at one energy and leave at another. The second returns each electron at its own energy, or at least within the same narrow window, and asks for random emission among the probe modes. At zero temperature and small voltage, the transmissions are constant across the window, so the two conditions give the same current.

At finite temperature they differ. Let the probe share the temperature of the contacts, and let ⟨…⟩ denote an average over energy with weight −∂f/∂E. In the reciprocal case, zero total current gives the series combination of ⟨T_PS⟩ and ⟨T_PD⟩. Zero current at each energy gives the average of the series combination. The first is never smaller. To show this, write

xy/(x + y) = min over λ of [λ²x + (1 − λ)²y].

The minimum lies at λ = y/(x + y), and inserting this value gives the left side. Averaging first forces one λ on all energies, while combining first lets each energy choose its own minimum, which can only lower the result. For the transistor at 300 K, with the two lowest subbands included, the two conditions give 0.531 and 0.528. The difference is about 0.5%, and both values lie within about 3% of the zero-temperature result.

Both derivations fail as a linear theory when a transmission varies strongly over the bias window, as at a resonance narrower than eV. They also leave out the change of the transmissions with the bias-dependent potential. For this transistor at 50 mV, with the potential tilted as in the 1 mV check and μ_S above μ_D, both effects together make I/V in units of 2e²/h equal to 0.554, 8% above T_eff. With the bias reversed it is 0.48, 7% below T_eff, because the device is not symmetric. Both also use one probe that mixes all electrons it absorbs over 8 nm. Replacing it by 75 separately floating probes, one per atomic column for the lowest transverse mode, lowers T_eff to 0.504, a change of 2%.

**The model beside a real device**

Narrow-ribbon transistors are made and operated at room temperature, so the 300 K values of the model are the relevant ones for normal use. The 3% change from zero temperature belongs to the potential chosen here and need not hold for another. The model gap is small: the gap measured for ribbons this wide on a gold surface is roughly 1.4 eV, and many-body corrections are left out here. Edge bonds 12% stronger raise the model gap to 0.858 eV but change T_eff by only 0.3% when the band edge is held fixed relative to E_F. A doubled gap is a much larger change: it alters the carrier mass or velocity, and with them the tunnelling, and can shift T_eff by tens of percent. The transmissions given here therefore belong to the model and are not predictions for a real ribbon. The ideal ribbon contacts, with their band edge 0.25 eV below E_F, hold about 4 × 10¹³ conduction electrons per cm² at zero temperature, which is heavy doping. They also depart from practice because real ribbons meet metal electrodes, usually through a barrier. If that contact adds incoherently, an extra 25 kΩ would halve the conductance. Edge roughness is omitted. The potential is prescribed, not obtained from the gate electrostatics, and its largest field, about 2 MV/cm, is high; whether a given gate and spacer can produce it needs a separate calculation. At zero bias the lowest conduction-band edge lies 0.42 eV above the highest valence-band edge, so there is no energy overlap for band-to-band tunnelling. The values computed by the program are in the numerical output below, some of them with further digits.

Computed results

```
RING WITH FLUX (no reciprocity)
T_DS: 0.2320
T_PS, T_SP: 0.5628, 0.0420
T_PD, T_DP: 0.1621, 0.6829
return probability R_PP: 0.2751
T_eff, directional formula: 0.762230
T_eff, Keldysh balance: 0.762230
T_eff, sum over returns: 0.762230
symmetric series form (not valid here): 0.357850
NANORIBBON TRANSISTOR, inputs
hopping 2.7 eV, bond 0.142 nm, width 13 atoms, 1118 atoms
device length: 18.32 nm
band gap: 0.7141 eV
band edge in contacts, under gate: -0.25, -0.10 eV
highest band edge (spacer): 0.0427 eV
probe strength hbar/tau: 20.0 meV
lifetime tau: 32.9 fs
hbar*velocity under gate: 0.3339 eV nm
mean free path v*tau: 16.7 nm
uniform channel T_DS, exponential law: 0.6208, 0.6198
NANORIBBON TRANSISTOR, results at 0 K
T_DS (coherent): 0.3647
T_PS: 0.4531
T_PD: 0.2247
T_seq: 0.1502
T_eff: 0.5149
probe potential (mu_P-mu_D)/(mu_S-mu_D): 0.6685
2e^2/h: 77.481 uS
conductance: 39.89 uS
resistance: 25.07 kOhm
T_DS without probe: 0.5769
wrong sum: probe-free T_DS + T_seq: 0.7271
1 mV bias: T_eff 0.51487, potential 0.66855
2D ribbon T_DS, T_PS, T_PD: 0.3647, 0.4531, 0.2247
shift of T_eff, contacts moved outward: 6.6e-08
hbar/tau 5 meV: T_DS 0.5149, T_seq 0.0453, T_eff 0.5602
hbar/tau 20 meV: T_DS 0.3647, T_seq 0.1502, T_eff 0.5149
hbar/tau 80 meV: T_DS 0.0901, T_seq 0.3172, T_eff 0.4072
NEGLECTED EFFECTS
T_eff at 300 K, zero total probe current: 0.5310
T_eff at 300 K, zero probe current at each energy: 0.5282
shift of 300 K value, energy step doubled: -1.5e-06
I/V at 50 mV in units of 2e^2/h: 0.5542
T_eff with 75 independent local probes: 0.5037
gap with edge bonds 12% stronger: 0.8581 eV
T_eff with those edge bonds, same band edge: 0.5135
largest built-in field: 2.14 MV/cm
margin against band-to-band tunnelling: 0.421 eV
```
